\section*{Sine, cosine and t matrices for a nonspherical KKR cell}

\section{One cell}

\textbf{Q.} In muffin-tin KKR theory each scatterer sits in a sphere and is described by phase shifts. A cube mixes different $l$, so it has no separate phase shift $\delta_l$ for each $l$. What takes the place of $\sin\delta_l$ and $\cos\delta_l$?

\textbf{A.} Two matrices of surface integrals. Write the one-electron Schr\"odinger equation with a real, bounded, local potential $V$ as
\begin{equation}
(\nabla^2+\kappa^2)\psi=U\psi,\qquad U=\frac{2mV}{\hbar^2},\qquad \kappa^2=\frac{2mE}{\hbar^2}.
\end{equation}
Let $Y_L$, $L=(l,m)$, be real orthonormal spherical harmonics, and $J_L=j_l(\kappa r)Y_L$, $N_L=n_l(\kappa r)Y_L$, $H_L=J_L+iN_L$, with $n_0(x)=-\cos x/x$. Let $W[f,g]=f\,\partial_n g-g\,\partial_n f$ with the outward normal. The cell $\Omega$ contains the origin, and $\phi_{L}$ are regular solutions of (1) in it. The sine and cosine matrices are the dimensionless integrals
\begin{equation}
S_{LL'}=-\kappa\oint_{\partial\Omega}W[J_L,\phi_{L'}]\,dA,\qquad C_{LL'}=-\kappa\oint_{\partial\Omega}W[N_L,\phi_{L'}]\,dA .
\end{equation}

\textbf{Q.} Why those names, and why the factor $-\kappa$?

\textbf{A.} The functions $xj_l$ and $xn_l$ obey the same equation $w''+[1-l(l+1)/x^2]w=0$, so their Wronskian is constant. At large $x$ they tend to $\sin(x-l\pi/2)$ and $-\cos(x-l\pi/2)$, which fixes the constant as $\sin^2+\cos^2=1$. Since $(xj)(xn)'-(xn)(xj)'=x^2(jn'-nj')$, we have $j_ln_l'-n_lj_l'=1/x^2$. On a sphere of radius $\rho$, orthonormality of the $Y_L$ then gives
\begin{equation}
\oint W[J_L,N_{L'}]\,dA=\rho^2\,\kappa\,\frac{\delta_{LL'}}{(\kappa\rho)^2}=\frac{\delta_{LL'}}{\kappa},
\end{equation}
while the integrals of $W[J_L,J_{L'}]$ and $W[N_L,N_{L'}]$ vanish. If the cell is a sphere with a spherical potential, then at its surface $\phi_L=J_L\cos\delta_l-N_L\sin\delta_l$ in a suitable normalization, and (2) with (3) yields $S=-\kappa(-\sin\delta_l)/\kappa=\sin\delta_l$ and $C=-\kappa\cos\delta_l(-1/\kappa)=\cos\delta_l$.

\textbf{Q.} Equation (3) used a sphere. On a cube the harmonics are not orthogonal.

\textbf{A.} Green's second identity, $\int(f\nabla^2g-g\nabla^2f)\,d^3r=\oint W[f,g]\,dA$, removes the dependence on shape. Over the cell, with $f=J_L$, $\nabla^2J_L=-\kappa^2J_L$ and $\nabla^2\phi=(U-\kappa^2)\phi$, the $\kappa^2$ terms cancel:
\begin{equation}
S_{LL'}=-\kappa\int_\Omega J_L\,U\,\phi_{L'}\,d^3r .
\end{equation}
Now truncate the potential, $U=0$ outside $\Omega$, and let $\phi_{L'}$ solve this truncated problem in a ball of radius $\rho$ larger than the bounding radius $r_{\max}$ of the cell. This is the Williams--Morgan basis. Because $U$ is bounded, $\phi$ and its gradient are continuous across $\partial\Omega$. Between $\partial\Omega$ and the sphere, $\phi$, $J_L$ and $N_L$ all solve the free equation and are regular, so the volume term vanishes and both integrals in (2) may be taken on the sphere. For $r_{\max}<r\le\rho$ the free solution is $\phi_{L'}=\sum_L(J_La_L+N_Lb_L)$, and (3) gives $S_{LL'}=-b_L$, $C_{LL'}=a_L$:
\begin{equation}
\phi_{L'}=\sum_L\left(J_LC_{LL'}-N_LS_{LL'}\right).
\end{equation}

\textbf{Q.} Show me (5) for something that is not spherical about the origin.

\textbf{A.} Take a cube of side $a=0.300$ nm, for which $\hbar^2/2ma^2=0.423331$ eV, and $E=2$ eV, so $\kappa a=\sqrt{2/0.423331}=2.17358$ and $\kappa=7.24525$ nm$^{-1}$. Inside it put a spherical well of depth $-10$ eV and radius $b=0.060$ nm, centred at $z=0.045$ nm. Outside the well the $s$ wave about its centre is $\sin(\kappa s+\delta_0)/\kappa s$, with $s$ the distance from that centre. Matching value and slope to $\sin(q_ws)/s$, $\hbar^2q_w^2/2m=12$ eV, gives $\delta_0=\arctan[(\kappa/q_w)\tan q_wb]-\kappa b=0.200292$ rad. At $(0.7,0.3,0.9)a$, outside the bounding sphere, $s=1.06888\,a$, $\kappa s=2.3233$, and the value is $\sin(2.5236)/2.3233=0.2494$, or $0.249395606$ to more places. With $S$ and $C$ from (2), by $32\times32$-point Gauss--Legendre quadrature on each face, the sum (5) over $l\le10$ is $0.249395606$.

\section{The $t$ matrix}

\textbf{Q.} I expect $t^{-1}$ to be $CS^{-1}$, the matrix form of $\cot\delta_l$. Is it?

\textbf{A.} Up to a factor and an added term, and the proof needs the free Green function $G_0=-e^{i\kappa|\mathbf r-\mathbf r'|}/4\pi|\mathbf r-\mathbf r'|$, which obeys $(\nabla^2+\kappa^2)G_0=\delta$. Write $G_0=\sum_LG_l(r,r')Y_L(\hat r)Y_L(\hat r')$. Regularity at the origin and outgoing waves require $G_l=\alpha\,j_l(\kappa r_<)h_l(\kappa r_>)$. The source $\delta(r-r')/r^2$ requires the slope to jump by $1/r'^2$, that is $\alpha\kappa(j_lh_l'-h_lj_l')=\alpha\kappa\, i/(\kappa r')^2=1/r'^2$, so $\alpha=-i\kappa$:
\begin{equation}
G_0(\mathbf r,\mathbf r')=-i\kappa\sum_LJ_L(\mathbf r_<)H_L(\mathbf r_>).
\end{equation}
For $E>0$ the scattering state $\psi_L=J_L+\int_\Omega G_0U\psi_L$ is unique. Outside the bounding sphere (6) turns it into
\begin{equation}
\psi_L=J_L-i\kappa\sum_{L'}H_{L'}t_{L'L},\qquad t_{L'L}=\int_\Omega J_{L'}U\psi_L\,d^3r,
\end{equation}
which defines $t$, a length. For $\mathbf r$ inside $\Omega$, Green's identity in $\mathbf r'$ with $f=G_0$, $g=\phi$ reads $\int_\Omega G_0U\phi-\phi(\mathbf r)=\oint W[G_0,\phi]$, the second term on the left coming from the delta function. If $r<r'$ for every surface point, (6) applies, and (2) gives $\oint W[H_L,\phi_{L'}]=-(S+iC)_{LL'}/\kappa$. Therefore
\begin{align}
\phi_{L'}(\mathbf r)-\int_\Omega G_0U\phi_{L'}&=i\kappa\sum_LJ_L(\mathbf r)\oint W[H_L,\phi_{L'}]\nonumber\\
&=\sum_LJ_L(\mathbf r)\,(C-iS)_{LL'},
\end{align}
because $-i(S+iC)=C-iS$. For the Williams--Morgan basis the surface may be moved to the sphere of radius $\rho>r_{\max}$, so (8) converges uniformly on the whole cell. Then $\phi_{L'}$ solves the Lippmann--Schwinger equation with incident wave $\sum_LJ_L(C-iS)_{LL'}$, and by linearity and uniqueness $\phi_{L'}=\sum_L\psi_L(C-iS)_{LL'}$. Multiply by $J_{L''}U$, integrate over the cell, and use (4) on the left and (7) on the right:
\begin{equation}
-S=\kappa\,t\,(C-iS).
\end{equation}
Where $S$ and $t$ can be inverted, multiplying by $t^{-1}$ on the left and $S^{-1}$ on the right gives $-t^{-1}=\kappa(CS^{-1}-i)$, or
\begin{equation}
t^{-1}=-\kappa\,CS^{-1}+i\kappa .
\end{equation}
The product alone is the inverse of the reactance matrix $K=SC^{-1}$, and $t=-K(1-iK)^{-1}/\kappa$. For real $\phi$ the product is real, so $\mathrm{Im}\,t^{-1}=\kappa$, which is the optical theorem. In the spherical limit $t_l^{-1}=-\kappa(\cot\delta_l-i)=-\kappa e^{-i\delta_l}/\sin\delta_l$.

\textbf{Q.} Does the order of the factors matter? And the basis is not unique.

\textbf{A.} The two questions are one. A change of basis $\phi\to\phi A$ multiplies (2) from the right, $S\to SA$, $C\to CA$, so $CS^{-1}$ is unchanged, whereas $S^{-1}C\to A^{-1}S^{-1}CA$ depends on the basis and cannot be a property of the scatterer. Moreover $t=\int J\,U(1-G_0U)^{-1}J$ is symmetric, since $G_0$ is a symmetric kernel and $U$ is local, so (10) makes $CS^{-1}$ and $K$ symmetric although $S$ and $C$ are not.

\textbf{Q.} You assumed solutions of the truncated problem in the whole ball. Suppose I only have solutions inside the cell.

\textbf{A.} Then (4) holds, and (8) holds at least inside the inscribed sphere. The left side of (8) is a free solution throughout $\Omega$, but (6) yields its series in $J_L$ only inside that sphere, and nothing shown here makes the series converge out to the corners. The step to (9) integrates the series term by term over the cell, so (9) now carries the extra assumption that $\sum_Lt_{L''L}(C-iS)_{LL'}$ converges to the right value. Nothing above guarantees it. Even for the Williams--Morgan basis, (9) is an exact statement about infinite matrices, and inverting a block $l\le l_{\max}$ is an approximation whose error must be measured.

\textbf{Q.} Then measure it.

\textbf{A.} Take the same cube and energy with the model potential $V=V_0+V_1\sum_{i}\cos(2\pi x_i/a)$, $V_0=V_1=-1$ eV, cut off at the faces, and write $U_{0,1}=2mV_{0,1}/\hbar^2$, $q^2=\kappa^2-U_0$. Solutions in the cell follow from separability. The plane-wave expansion $e^{i\kappa\hat k\cdot\mathbf r}=4\pi\sum_Li^lJ_L(\mathbf r)Y_L(\hat k)$, projected on $Y_L$, gives
\begin{equation}
J_L(\mathbf r)=\frac{1}{4\pi i^l}\int d\hat k\,Y_L(\hat k)\,e^{i\kappa\hat k\cdot\mathbf r}.
\end{equation}
Let $u(x;s)$ solve $-u''+U_1\cos(2\pi x/a)u=s^2u$ with $u(0)=1$, $u'(0)=is$. A product of three such factors with $s_i=q\hat k_i$ solves (1), because $\sum s_i^2=q^2$, and so does
\begin{equation}
\phi_L=\frac{(\kappa/q)^l}{4\pi i^l}\int d\hat k\,Y_L(\hat k)\,u(x;q\hat k_x)\,u(y;q\hat k_y)\,u(z;q\hat k_z).
\end{equation}
Expanding $u=\sum_n(is)^ng_n(x)$ gives $g_n''=U_1\cos(2\pi x/a)g_n+g_{n-2}$, so $g_n=x^n/n!+O(x^{n+2})$. Terms of total degree below $l$ in $\hat k$ are orthogonal to $Y_L$, hence $\phi_L\to(\kappa r)^lY_L/(2l+1)!!$ at the origin, as for $J_L$. These functions solve the untruncated problem outside the cube, so they are the doubtful case. The $g_n$ come from Taylor series, the total degree is cut at 30, and only harmonics $Y_{lm}\propto\cos m\varphi$ with $m=0,4,8$ are kept; the label $40$ means $l=4$, $m=0$. Even and odd $l$ decouple by parity.

The face quadrature gives $S_{00,00}=0.297512$, $C_{00,00}=0.561360$, $S_{40,00}=1.19220\times10^{-4}$, $S_{00,40}=1.82249\times10^{-4}$, $C_{40,00}=4.82864$, $C_{00,40}=-2.35350\times10^{-5}$. Their squares need not add to one, because $\phi_L$ is normalized at the origin. With rows and columns divided by $d_l=(0.7\kappa a)^l/(2l+1)!!$ to bring all elements to a similar size, $S$ from (2) and $S$ from (4) ($24^3$ Gauss points) differ by $1.1\times10^{-11}$ of the largest element.

The reference uses no basis $\phi_L$. The Lippmann--Schwinger equation is discretized by the midpoint rule on $12^3$, $18^3$ and $24^3$ voxels, with the singular self term integrated over a sphere of equal volume. The real parts of $t_{00,00}$ are $-0.056928$, $-0.056943$, $-0.056949$ nm. A fit $t_0+\alpha h^2+\beta h^3$ in the voxel size $h$ gives the last row below; the others are the inverse of (10) in the even-$l$ block.
\begin{center}
\begin{tabular}{ccc}
$l_{\max}$ & $t_{00,00}$ (nm) & $t_{00,40}$ ($10^{-5}$ nm)\\
4 & $-0.056921-0.029991i$ & $-2.2622-1.1920i$\\
6 & $-0.056942-0.030023i$ & $-2.4366-1.2847i$\\
8 & $-0.056956-0.030043i$ & $-2.4701-1.3029i$\\
10 & $-0.056955-0.030042i$ & $-2.4571-1.2960i$\\
grid & $-0.056955-0.030041i$ & $-2.4540-1.2944i$
\end{tabular}
\end{center}
The element $t_{00,40}$ approaches the grid value slowly and overshoots it at $l_{\max}=8$; at $l_{\max}=10$ its real part is off by $0.0031/2.4540=0.13\%$ of the grid value. In the block $L=00,20,40$ of $t_{LL'}/d_ld_{l'}$ the largest deviation is $2.9\times10^{-4}$ of the largest element, and it includes the unknown residual error of the extrapolation. These numbers show agreement for this cell up to $l_{\max}=10$; they do not show convergence as $l_{\max}\to\infty$. That the slow approach comes from singularities of the scattering state at the edges of the cube is a conjecture.

\textbf{Q.} Can I follow those entries by hand, and see what the two wrong forms cost?

\textbf{A.} At $l_{\max}=10$, $K_{00,00}=0.527466$, $K_{00,40}=2.2755\times10^{-4}$, $K_{40,00}=2.2713\times10^{-4}$; the last two, equal for the exact $K$, differ by $0.2\%$ of their size. The ratio $S_{00,00}/C_{00,00}=0.52998$ exceeds $K_{00,00}$ by $0.0025$, the effect of the coupling to other $L$. With $M_K=(1-iK)^{-1}$ one has $KM_K=-i(M_K-1)$, and an off-diagonal part $\delta K$ changes $M_K$ by $iM_K\,\delta K\,M_K$ to first order, so $KM_K$ changes by $M_K\,\delta K\,M_K$. Neglecting $K_{40,40}$ against 1, and using $1/(1-iK_{00,00})=(1+0.527466i)/1.278220$,
\begin{align}
t_{00,00}&\approx-\frac{0.527466}{7.24525}\,\frac{1+0.527466i}{1.278220}\ \text{nm}=(-0.056955-0.030042i)\ \text{nm},\nonumber\\
t_{00,40}&\approx-\frac{2.2755\times10^{-4}}{7.24525}\,\frac{1+0.527466i}{1.278220}\ \text{nm}=(-2.457-1.296i)\times10^{-5}\ \text{nm}.\nonumber
\end{align}
Without the term $i\kappa$ in (10) one gets $-K_{00,00}/\kappa=-0.072802$ nm. In the same approximation this equals $t_{00,00}(1-iK_{00,00})$, so its error is $53\%$ of $|t_{00,00}|$; the term is negligible only for $|K|\ll1$. The reversed product $C^{-1}S$ has the elements $3.2454\times10^{-4}$ at $(00,40)$ and $-2.7565$ at $(40,00)$, far from symmetric.

\section{Many cells}

\textbf{Q.} How do $S$ and $C$ enter the equation for an assembly of cells?

\textbf{A.} Let non-overlapping connected cells $\Omega_j$ have origins $\mathbf R_j$, with $U=0$ in any space between them. A bound state, or a Bloch state whose energy is not a free-electron energy $\hbar^2|\mathbf k+\mathbf K|^2/2m$ with $\mathbf K$ a reciprocal vector, has no incident wave and obeys $\psi=\sum_j\int_{\Omega_j}G_0U\psi$. Lattice sums at $E>0$ are understood as limits from $\mathrm{Im}\,\kappa>0$. For a field point inside cell $i$, Green's identity gives $\int_{\Omega_j}G_0U\psi=\delta_{ij}\psi+\oint_{\partial\Omega_j}W[G_0,\psi]$. The term $\psi$ cancels against the left side:
\begin{equation}
\sum_j\oint_{\partial\Omega_j}W[G_0,\psi]\,dA'=0 .
\end{equation}
Put the field point at $\mathbf R_i+\mathbf r$ and the source point at $\mathbf R_j+\mathbf r'$, so that relative to $\mathbf R_i$ they lie at $\mathbf r$ and $\mathbf r'+\mathbf R_{ij}$, $\mathbf R_{ij}=\mathbf R_j-\mathbf R_i$. For $\mathbf r$ inside the inscribed sphere of cell $i$, every point of every surface is farther from $\mathbf R_i$ than $r$, so (6) holds with $J_L(\mathbf r)H_L(\mathbf r'+\mathbf R_{ij})$. The $J_L(\mathbf r)$ are linearly independent, so each coefficient vanishes. Assume that $\psi=\sum_{L'}\phi^j_{L'}c^j_{L'}$ converges uniformly, with its gradient, on each closed cell. Multiplying the coefficient by $-\kappa$,
\begin{equation}
\sum_{jL'}M^{ij}_{LL'}c^j_{L'}=0,\qquad M^{ij}_{LL'}=i\kappa^2\oint_{\partial\Omega_j}W[H_L(\mathbf r'+\mathbf R_{ij}),\phi^j_{L'}]\,dA' .
\end{equation}
The term $j=i$ is $i\kappa^2\cdot[-(S+iC)/\kappa]=\kappa(C^i-iS^i)$.

\textbf{Q.} You imposed (13) only in the inscribed sphere. Parts of cell $i$ outside that sphere lie inside the bounding spheres of its neighbours. Are near-field corrections not missing?

\textbf{A.} No. As a function of $\mathbf r$, the left side of (13) solves the free equation in the interior of $\Omega_i$, since all its sources lie on surfaces. Such a function is real-analytic, and if it vanishes in a ball it vanishes in the whole connected interior. So (14) implies (13) everywhere in each cell. Running Green's identity backwards, $\Psi=\sum_j\int_{\Omega_j}G_0U\psi$ equals $\psi$ in every cell, and $(\nabla^2+\kappa^2)\Psi=U\psi=U\Psi$ in all space. Equation (14) is thus necessary and sufficient, under the assumed convergence of the expansion and provided that $\sum\phi c$ is not identically zero. Only $\phi$ and its normal derivative on the cell surface enter, so (14) does not need the Williams--Morgan basis.

\textbf{Q.} Equation (14) has no structure constants in it. Where is the separation into geometry and potential?

\textbf{A.} It needs one more expansion. Write $\mathbf R=\mathbf R_{ij}\ne0$. Since $|\mathbf r-(\mathbf r'+\mathbf R)|=|(\mathbf r-\mathbf r')-\mathbf R|$, (6) also gives $G_0=-i\kappa\sum_{L_3}J_{L_3}(\mathbf r-\mathbf r')H_{L_3}(\mathbf R)$ for $r+r'<R$. In (11) for $J_{L_3}(\mathbf r-\mathbf r')$, expand $e^{i\kappa\hat k\cdot\mathbf r}$ with factors $i^{l}$ and $e^{-i\kappa\hat k\cdot\mathbf r'}$ with factors $i^{-l_2}$:
\begin{equation}
J_{L_3}(\mathbf r-\mathbf r')=4\pi\sum_{LL_2}i^{\,l-l_2-l_3}\,I_{LL_2L_3}J_L(\mathbf r)J_{L_2}(\mathbf r'),\qquad I_{LL_2L_3}=\int d\hat k\,Y_LY_{L_2}Y_{L_3}.
\end{equation}
The Gaunt integral $I$ vanishes unless $l+l_2+l_3$ is even and $|l-l_2|\le l_3\le l+l_2$, so the phase is real and the sum over $L_3$ at fixed $L,L_2$ is finite. Equate the coefficient of $J_L(\mathbf r)$ with $-i\kappa H_L(\mathbf r'+\mathbf R)$. As $r$ may be taken arbitrarily small, the result holds for all $r'<R$:
\begin{equation}
-i\kappa H_L(\mathbf r'+\mathbf R)=\sum_{L_2}g_{LL_2}J_{L_2}(\mathbf r'),\qquad g_{LL_2}=-4\pi i\kappa\sum_{L_3}i^{\,l-l_2-l_3}I_{LL_2L_3}H_{L_3}(\mathbf R).
\end{equation}
If $r_{\max}<R$ for cell $j$, the series converges uniformly on its surface, and $M^{ij}=-\kappa\oint W[-i\kappa H,\phi]=\sum_{L_2}g_{LL_2}(-\kappa)\oint W[J_{L_2},\phi]=(g^{ij}S^j)$. Thus
\begin{equation}
\sum_j\left[\kappa(C^i-iS^i)\delta_{ij}+g^{ij}S^j\right]c^j=0,\qquad g^{ii}=0 .
\end{equation}
For a lattice with one cell per site, $c^j=e^{i\mathbf k\cdot\mathbf R_j}c$, and with $g(\mathbf k)=\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}g(\mathbf R)$ and $B=g-i\kappa$ we obtain the Williams--Morgan secular equation
\begin{equation}
\det\left[\kappa\,C(E)+B(\mathbf k,E)\,S(E)\right]=0 .
\end{equation}
For real $E>0$, $B$ is Hermitian. The Bloch sum of $G_0$ equals $|\Omega_0|^{-1}\sum_{\mathbf K}e^{i(\mathbf k+\mathbf K)\cdot(\mathbf r-\mathbf r')}/(\kappa^2-|\mathbf k+\mathbf K|^2)$, with $|\Omega_0|$ the unit-cell volume, which is a Hermitian kernel. By (6) and (16) it also equals $\kappa\sum J_L(\mathbf r_<)N_L(\mathbf r_>)+\sum J_LB_{LL_2}J_{L_2}$, whose first part is real and symmetric.

\textbf{Q.} What happens when $r_{\max}>R$?

\textbf{A.} The integral (14) is still finite, but the sum over $l_2$ can diverge. At large order $|h_{l+l_2}(\kappa R)|\approx(2l+2l_2-1)!!/(\kappa R)^{l+l_2+1}$, and in (4) $j_{l_2}(\kappa r')\approx(\kappa r')^{l_2}/(2l_2+1)!!$, so the terms are bounded by $(r_{\max}/R)^{l_2}$ times a power of $l_2$. Take $\mathbf R=a\hat z$, the row $L=20$, and $\phi=j_0(qr)Y_{00}$ for a constant $V_0=-1$ eV at $E=2$ eV; only $m=0$ contributes, and the faces carry $64\times64$ Gauss points. For the cube $r_{\max}/R=\sqrt3/2=0.8660$, the direct integral is $(-2.313341-0.898319i)$ nm$^{-1}$, and the sums cut at $l_2=10,20,40,80$ deviate from it by $1.8\times10^{-4}$, $1.0\times10^{-4}$, $4.8\times10^{-6}$, $8.1\times10^{-9}$ of its modulus. The gain from 40 to 80 is $1.7\times10^{-3}$, of the order of $0.8660^{40}=3.2\times10^{-3}$. This is only a rough comparison, because the deviation oscillates with the cut (it dips to $1.8\times10^{-8}$ at 36 and is $1.0\times10^{-5}$ at 38), and the factor describes the envelope alone. For a box $1.8a\times1.8a\times a$, $r_{\max}/R=\sqrt{2(0.9)^2+0.25}=1.3675$, the direct integral is $(-2.976300-1.469977i)$ nm$^{-1}$, and the same deviations are $7.6\times10^{-2}$, $1.3$, $4.5\times10^{2}$, $6.2\times10^{6}$. For this row of the cube an accuracy of $10^{-8}$ is reached with an inner cut of 80 but not with 40, which is already far above the row index 2, so at that accuracy this element of $gS$ is not given by an inner sum cut at a small $l_{\max}$.

\textbf{Q.} And the link with $t^{-1}$?

\textbf{A.} Multiply the matrix of (17) from the right by $S^{-1}$ and use (10): $\kappa(CS^{-1}-i)+g=-(t^{-1}-g)$. With $d=Sc$, the crystal equation is $(t^{-1}-g)d=0$, or $(\kappa CS^{-1}+B)d=0$, which for spherical cells is the KKR condition $\det[\kappa\cot\delta_l\,\delta_{LL'}+B]=0$. This step regroups $(gS)S^{-1}$ as $g(SS^{-1})$, which is algebra for finite matrices of one size and an assumption for infinite ones. A KKR determinant cut at $l_{\max}$ corresponds to (18) with the inner sum also cut at $l_{\max}$, a different approximation from the converged product. Also, $CS^{-1}$ has poles where $\det S=0$, while (18) contains no inverse.

\section{A space-filling crystal}

\textbf{Q.} Does a determinant built from cube faces reproduce a known band energy?

\textbf{A.} Fill space with the cubes, keep $V_1=-1$ eV, and take $\mathbf k=(0,0,\pi/2a)$, $k_z=5.23599$ nm$^{-1}$. The potential is now the periodic separable one, and the lowest band is $\varepsilon=E-V_0=2e(0)+e(k_z)$, with $e$ the lowest level of the one-dimensional problem. Diagonalization in 31 plane waves gives $e(0)=-0.0298711$ eV and $e(k_z)=1.0047764$ eV. Second-order perturbation theory, with two couplings $V_1/2$ across the gap $(2\pi)^2\times0.423331$ eV $=16.712$ eV, gives $-2(0.25)/16.712=-0.0299$ eV for the first. Then
\begin{equation}
\varepsilon=2(-0.0298711)+1.0047764=0.9450342\ \text{eV}=1.514112\times10^{-19}\ \text{J},
\end{equation}
against $1.044528$ eV for $V_1=0$.

The expansion in the basis (12) converges here. Each one-dimensional factor is a combination of $u(x;s)$ and $u(x;-s)$ with $\hbar^2s^2/2m=e\ne0$, so the state is a sum of eight products $uuu$ with a complex direction, $\hat k\cdot\hat k=1$. The term of degree $n$ in such a product is a polynomial in $\hat k$ and so a finite sum of harmonics; collecting them gives $4\pi\sum_Li^l(q/\kappa)^lY_L(\hat k)\phi_L$. Replacing $U_1\cos$ by $|U_1|$ majorizes the series for $u$ by $\cosh\lambda x+|s|\sinh(\lambda|x|)/\lambda$, $\lambda^2=|U_1|+|s|^2$, which is entire in $|s|$, so the terms fall faster than any geometric sequence.

To have the inner sum fully converged, use (14) directly, $M=i\kappa^2\oint W[F_L,\phi_{L'}]$ with $F_L=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H_L(\mathbf r'+\mathbf R)$, $\mathbf R=0$ included. At $E<0$, $\kappa=i\gamma$, $H_L$ decays as $e^{-\gamma r}$, and the 925 vectors with $R\le6a$ are kept. At fixed $E$ the sum $F_L$ is fixed, and $V_0$ is varied until $\det M=0$; constant factors on rows and columns do not move the root. For $E=-8$ eV, $\gamma=\sqrt{8/0.423331}/a=14.4905$ nm$^{-1}$; for $-12$ eV, $17.7472$ nm$^{-1}$. A scan of $\varepsilon$ from $-1$ to $4$ eV in 60 steps finds one sign change in each case, refined by Brent's method. The last two columns are absolute deviations from the plane-wave value. At $l_{\max}=10$ and $-8$ eV the entry is set by the lattice cutoff rather than by $l_{\max}$: extending the sum to $R\le9a$ moves the root by $1.3\times10^{-10}$ eV and leaves a deviation of $3\times10^{-11}$ eV. The rows $l_{\max}\le6$ do not change in the digits shown.
\begin{center}
\begin{tabular}{ccccc}
$l_{\max}$ & size & $\varepsilon$ at $-8$ eV (eV) & at $-8$ eV (eV) & at $-12$ eV (eV)\\
2 & 3 & 0.9547224 & $9.7\times10^{-3}$ & $1.3\times10^{-2}$\\
4 & 6 & 0.9448050 & $2.3\times10^{-4}$ & $3.5\times10^{-4}$\\
6 & 10 & 0.9450325 & $1.7\times10^{-6}$ & $2.7\times10^{-6}$\\
10 & 21 & 0.9450342 & $1.0\times10^{-10}$ & $4.6\times10^{-11}$
\end{tabular}
\end{center}
At $l_{\max}=10$ the roots are $V_0=-8.9450342$ eV and $-12.9450342$ eV.

\textbf{Q.} Why do the two energies disagree at small $l_{\max}$, and why is this so much faster than the $t$ matrix of the single cube?

\textbf{A.} In a space-filling crystal a constant added to both $E$ and $V_0$ changes nothing, so the exact $\varepsilon$ is independent of $E$. The truncated problem asks that a finite combination of $\phi_{L'}$, which depend on $\varepsilon$ alone up to normalization, annul finitely many rows, and the rows $F_L$ depend on $\gamma$; different $\gamma$ weigh the omitted terms differently. The root lies above the exact value at $l_{\max}=2$ and below it at $4$ and $6$, so it is not a bound. As for the speed, the Bloch state has the rapidly convergent expansion shown above, so the cut coefficient vector nearly annuls every row. No such expansion has been shown for the scattering state of the cube with its potential cut at the faces. The rate in the table belongs to this smooth separable model.

All numerical values are calculated from the stated model.
